\section*{The Einstein relation for electrons in an exponential band tail}

\section{Result}

Consider electrons in a semiconductor whose band edge $E_c$ is followed, at lower energies, by localized states of density
\begin{equation}
g(E)=\frac{N_t}{kT_t}\,e^{(E-E_c)/kT_t},\qquad E<E_c .
\label{tail}
\end{equation}
Let $n$ be the total electron density, free plus trapped, $E_F$ the local quasi-Fermi level and $\sigma$ the conductivity. The mobility $\mu$ is averaged over all of $n$, so that $\sigma=en\mu$, and $D$ is the coefficient of $\nabla n$ in the current.

\paragraph{Theorem.}
(a) If $n$ depends on position only through $E_F-E_c$, then
\begin{equation}
\frac{eD}{\mu}=\frac{n}{\partial n/\partial E_F}.
\label{general}
\end{equation}
In particular, $n\propto e^{(E_F-E_c)/kT_t}$ gives $D/\mu=kT_t/e$.

(b) For the tail (\ref{tail}) and a nondegenerate band at lattice temperature $T$, as $(E_F-E_c)/kT\to-\infty$,
\begin{equation}
\frac{eD}{\mu}\to kT_t\ \ (T<T_t),\qquad \frac{eD}{\mu}\to kT\ \ (T\ge T_t).
\label{limits}
\end{equation}

\paragraph{Assumptions.} Band and traps share one local quasi-Fermi level, so capture and release are fast compared with the changes of interest. $T$, $T_t$, $N_t$ and the band mass are uniform. Trapped electrons move only by passing through the band. Units are Gaussian, $e>0$, the electron charge is $-e$, and $E_c=-e\phi+\text{const}$. The abbreviations are $s=T/T_t$ and $\eta=(E_F-E_c)/kT$.

\section{Proof of part (a)}

The gradient of the quasi-Fermi level drives the current:
\begin{equation}
\mathbf J=\frac{\sigma}{e}\nabla E_F=n\mu\nabla E_F .
\label{drive}
\end{equation}
The prefactor is fixed by the uniform case, where $\nabla E_F=\nabla E_c=-e\nabla\phi=e\boldsymbol{\mathcal E}$ and (\ref{drive}) becomes Ohm's law. In general $n=N(E_F-E_c)$, hence $\nabla n=N'(\nabla E_F-\nabla E_c)$ and
\begin{equation}
\nabla E_F=e\boldsymbol{\mathcal E}+\frac{\nabla n}{N'} .
\end{equation}
Inserting this in (\ref{drive}) gives
\begin{equation}
\mathbf J=en\mu\boldsymbol{\mathcal E}+\frac{n\mu}{N'}\nabla n
\equiv en\mu\boldsymbol{\mathcal E}+eD\nabla n .
\label{dd}
\end{equation}
Comparison of the last terms yields (\ref{general}), since $N'=\partial n/\partial E_F$. For the exponential law $N'=n/kT_t$, which proves (a). The mobility may depend on $n$; no gradient of $\mu$ appears. $\square$

\section{Proof of part (b)}

\paragraph{Lemma 1 (free density).} For a parabolic band of mass $m$ with Boltzmann occupation,
\begin{equation}
n_f=N_ce^{\eta},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
\emph{Proof.} With two spin states,
\begin{equation}
n_f=2e^\eta\!\int\!\frac{d^3k}{(2\pi)^3}\,e^{-\hbar^2k^2/2mkT}
=\frac{2e^\eta}{(2\pi)^3}\left(\frac{2\pi mkT}{\hbar^2}\right)^{3/2},
\end{equation}
and $(2\pi)^3=(4\pi^2)^{3/2}$ gives the stated form. $\square$

Since $\partial n_f/\partial E_F=n_f/kT$, the argument of part (a) applied to the free electrons alone gives $D_0/\mu_0=kT/e$ for their coefficients.

\paragraph{Lemma 2 (trapped density).} For $\eta<0$ and noninteger $s>0$,
\begin{equation}
\frac{n_t}{N_t}=\frac{\pi s}{\sin\pi s}\,e^{s\eta}
+s\sum_{k=1}^{\infty}\frac{(-1)^k e^{k\eta}}{k-s}.
\label{series}
\end{equation}
\emph{Proof.} Multiply (\ref{tail}) by the Fermi function and set $E-E_F=kT\,u$:
\begin{equation}
\frac{n_t}{N_t}=s\,e^{s\eta}\int_{-\infty}^{-\eta}\frac{e^{su}}{1+e^u}\,du .
\label{integral}
\end{equation}
Split the integral at $u=0$. Below it, $1/(1+e^u)=\sum_{k\ge0}(-1)^ke^{ku}$; above it, $1/(1+e^u)=\sum_{k\ge1}(-1)^{k-1}e^{-ku}$. The partial sums of these alternating series lie between zero and the first term, which is integrable against $e^{su}$, so term-by-term integration is allowed:
\begin{equation}
\int_{-\infty}^{-\eta}\!\frac{e^{su}du}{1+e^u}
=\sum_{k\ge0}\frac{(-1)^k}{s+k}
+\sum_{k\ge1}(-1)^{k-1}\frac{1-e^{(k-s)\eta}}{k-s}.
\end{equation}
The terms without $\eta$ combine to
\begin{equation}
\frac1s+\sum_{k\ge1}(-1)^k\left[\frac1{s+k}+\frac1{s-k}\right]
=\frac1s+\sum_{k\ge1}\frac{(-1)^k\,2s}{s^2-k^2}=\frac{\pi}{\sin\pi s}.
\end{equation}
The last equality is the Fourier series of $\cos s\theta$ on $[-\pi,\pi]$,
\begin{equation}
\cos s\theta=\frac{\sin\pi s}{\pi}\left[\frac1s+\sum_{k\ge1}\frac{(-1)^k\,2s}{s^2-k^2}\cos k\theta\right],
\end{equation}
taken at $\theta=0$. Multiplying by $se^{s\eta}$ gives (\ref{series}). $\square$

\paragraph{Case $T<T_t$.} Adding $n_f$ and keeping the two lowest exponentials,
\begin{equation}
n\simeq Ae^{s\eta}+Be^{\eta},\quad
A=\frac{\pi s N_t}{\sin\pi s},\quad
B=N_c-\frac{s}{1-s}N_t .
\end{equation}
Because $\partial/\partial E_F=(kT)^{-1}\partial/\partial\eta$, (\ref{general}) becomes
\begin{equation}
\frac{eD}{\mu}\simeq kT\,\frac{Ae^{s\eta}+Be^{\eta}}{sAe^{s\eta}+Be^{\eta}}
=kT_t\,\frac{1+r}{1+r/s},\qquad r=\frac BA\,e^{(1-s)\eta}.
\label{correction}
\end{equation}
Here $r\to0$ as $\eta\to-\infty$, which leaves $kT_t$. To first order the factor is $1-r(1-s)/s$, so a negative $B$ puts the ratio above $kT_t$ and a positive $B$ below it. The two parts of $B$ have separate meanings. Free electrons, which follow $e^\eta$, contribute $N_c$. The negative part removes the electrons that the exponential would hold above $E_c$, where the tail has no states: there the occupation is nearly $e^{\eta-x}$ with $x=(E-E_c)/kT$, and $s\int_0^\infty e^{sx}e^{\eta-x}dx=se^\eta/(1-s)$.

\paragraph{Case $T>T_t$.} Now $e^\eta$ is the largest exponential, with the positive coefficient $N_c+N_ts/(s-1)$, and (\ref{general}) tends to $kT$. Most trapped electrons then sit within a few $kT/(s-1)$ of $E_c$. Once $E_F$ lies much deeper than this, they are far above it and their occupation is of Boltzmann form. Integer $s\ge2$ does not change this: in (\ref{integral}) the integrand then grows as $e^{(s-1)u}$, and its upper end still gives $n_t\propto e^\eta$ to leading order.

\paragraph{Case $T=T_t$.} For $s=1$ the integral (\ref{integral}) is elementary, $n_t=N_te^\eta\ln(1+e^{-\eta})\simeq-N_t\,\eta\,e^\eta$. Then
\begin{equation}
\frac{\partial\ln n}{\partial\eta}\simeq1-\frac{N_t}{N_c-N_t\eta}\to1 ,
\end{equation}
so the limit is again $kT$, approached only as $1/|\eta|$. This completes the proof of (b). $\square$

\section{Which diffusion coefficient is enhanced}

\paragraph{Lemma 3.} Let only free electrons move. Then $\mu=\mu_0n_f/n$. A long-wave ripple of the total density spreads with $D=D_0\,dn_f/dn$, while tagged electrons in a uniform equilibrium spread with $D^*=D_0n_f/n$. Hence $D^*/\mu=kT/e$, whatever the trap distribution.

\emph{Proof.} In a uniform field the current is $en_f\mu_0\mathcal E=en\mu\mathcal E$, which gives $\mu$. Let trap level $j$ have density $N_j$, energy $E_j$ and filled density $u_j$, with
\begin{equation}
\dot u_j=c\,n_f(N_j-u_j)-c\,n_{1j}u_j,\qquad n_{1j}=N_ce^{(E_j-E_c)/kT}.
\end{equation}
The release rate $cn_{1j}$ follows from detailed balance: the equilibrium occupation $f_j=n_f/(n_f+n_{1j})$ is then the Fermi function. Small changes about equilibrium obey $\delta\dot u_j=a_j\delta n_f-b_j\delta u_j$ with
\begin{equation}
a_j=cN_j(1-f_j),\qquad b_j=c(n_f+n_{1j}).
\end{equation}
For a ripple $e^{iqx-\lambda t}$ this gives $\delta u_j=a_j\delta n_f/(b_j-\lambda)$. Conservation of electrons, $\delta\dot n_f+\sum_j\delta\dot u_j=-D_0q^2\delta n_f$, then requires
\begin{equation}
\lambda\Bigl[1+\sum_j\frac{a_j}{b_j-\lambda}\Bigr]=D_0q^2 .
\label{mode}
\end{equation}
The field that the ripple itself would create is left out, because it belongs to the drift term of (\ref{dd}). For $\lambda$ much smaller than every $b_j$, the sum becomes $\sum a_j/b_j$. Since
\begin{equation}
\frac{a_j}{b_j}=\frac{N_jn_{1j}}{(n_f+n_{1j})^2}=\frac{d(N_jf_j)}{dn_f},
\end{equation}
the bracket is $dn/dn_f$ and $\lambda=D_0q^2\,dn_f/dn$.

A tagged electron meets the unperturbed vacancies, so its capture rate is $a_j$, but its release rate is $cn_{1j}$ instead of $b_j$. For $\lambda$ much smaller than every $cn_{1j}$, and with $f_j/(1-f_j)=n_f/n_{1j}$, the bracket becomes
\begin{equation}
1+\sum_j\frac{a_j}{cn_{1j}}=1+\sum_j\frac{N_jf_j}{n_f}=\frac n{n_f},
\end{equation}
which gives $D^*$. In a tail without a lower end some release rates are always smaller than $\lambda$. There $D^*$ is defined by the mean square displacement of electrons tagged at random, which gives the same value because on average a fraction $n_f/n$ of them is free. Finally $D^*/\mu=D_0/\mu_0=kT/e$. $\square$

The collective coefficient agrees with (\ref{general}), because $dn_f/d\eta=n_f$ and
\begin{equation}
\frac D\mu=\frac{kT}{e}\,\frac{n}{n_f}\frac{dn_f}{dn}
=\frac{kT}{e}\,\frac{n}{dn/d\eta}.
\end{equation}
In the exponential regime $n_f\propto n^{T_t/T}$: added electrons raise the free density more than in proportion, and $D/D^*=T_t/T$. Part (a) compares $D$ with the mobility $\mu=\sigma/en$. It does not make an individual electron diffuse as if the lattice were at temperature $T_t$. Nor does a drifting ripple show $kT_t$: in a uniform field it moves with the mobility $d(n\mu)/dn=\mu_0\,dn_f/dn$, and $D$ divided by this mobility is again $kT/e$.

The field of the ripple's own charge adds the rate $4\pi\sigma/\varepsilon$, with $\varepsilon$ the dielectric constant. This rate exceeds $Dq^2$ once $1/q$ is longer than the Debye length $[\varepsilon kT/(4\pi e^2\,dn/d\eta)]^{1/2}$. The smallest $b_j$ is close to $cn_f$, so a bulk ripple can be both slow against all $b_j$ and governed by diffusion only if $c\gg4\pi e\mu_0/\varepsilon$. For the example below with $\varepsilon=10$ this bound is $1.75\times10^{-6}$ cm$^3$/s, and the Debye length at $-400$ meV is 51 nm. For smaller $c$, $D$ is not seen as the decay rate of an unscreened ripple; steady-state currents are not affected by this limit.

\section{Consequence for the discretized current}

\paragraph{Lemma 4.} Let $\mu$ and the field be constant on a mesh edge of length $h$, and let $eD=\mu kT_t$. With $\delta=e(\phi_R-\phi_L)/kT_t$ and $\beta(x)=x/(e^x-1)$,
\begin{equation}
J=\frac{\mu kT_t}{h}\left[\beta(\delta)n_R-\beta(-\delta)n_L\right].
\label{sg}
\end{equation}
\emph{Proof.} With $\psi=e\phi$, (\ref{dd}) reads $J=\mu(kT_tn'-n\psi')$, or
\begin{equation}
\frac{d}{dx}\left(ne^{-\delta x/h}\right)=\frac{J}{\mu kT_t}\,e^{-\delta x/h}.
\end{equation}
Integration from $0$ to $h$ gives $n_Re^{-\delta}-n_L=Jh(1-e^{-\delta})/(\mu kT_t\delta)$. Solving for $J$ and using $\delta e^{-\delta}/(1-e^{-\delta})=\beta(\delta)$ and $\delta/(1-e^{-\delta})=\beta(-\delta)$ proves (\ref{sg}). $\square$

This is the Scharfetter--Gummel form with thermal energy $kT_t$. In equilibrium $n_R/n_L=e^\delta$, and $\beta(-\delta)=e^\delta\beta(\delta)$ makes the current vanish for any edge mobility. If $kT$ is used instead, small steps leave $\mu(kTn'-n\psi')$ with $n'=n\psi'/kT_t$, that is, $-\mu n\psi'(1-T/T_t)$. A fraction $1-T/T_t$ of the drift current survives where there should be none.

\paragraph{Proposition (order of accuracy).} Let $n=Ae^{s\eta}$, let $\phi$ and $\ln n$ be smooth, and take $\mu$ on each edge at $\bar n=\sqrt{n_Ln_R}$. The steady current obtained from (\ref{sg}) then has a relative error $O(h^2)$, provided that the discrete $\ln n$ also changes by $O(h)$ per edge.

\emph{Proof.} With $\nu=\ln(n_R/n_L)$ and $\beta(\pm\delta)=(\delta/2)e^{\mp\delta/2}/\sinh(\delta/2)$, (\ref{sg}) becomes
\begin{equation}
J=\frac{\mu\bar n\,kT_t}{h}\,\frac{\delta\,\sinh[(\nu-\delta)/2]}{\sinh(\delta/2)}
=\frac{\mu\bar n\,kT_t}{h}(\nu-\delta)\left[1+O(h^2)\right].
\end{equation}
The free-electron current on an edge of constant field has the same form with $\mu_0$, $\bar n_f$, $kT$, $\nu/s$ and $\delta/s$. The leading terms coincide, because $\mu\bar n=\mu_0\bar n_f$ and $kT(\nu-\delta)/s=kT_t(\nu-\delta)$. Replacing the smooth potential by a straight line on each edge changes $\int e^{-\psi/kT}dx$ by a relative $O(h^2)$. The scheme therefore satisfies, on each edge,
\begin{equation}
\left[n_fe^{-\psi/kT}\right]_L^R=\frac{J}{\mu_0kT}\left[1+O(h^2)\right]\int_L^R e^{-\psi/kT}dx .
\end{equation}
Without the error term this is the integrated free-electron equation. Summing over the edges telescopes the left side, and $J$ inherits the relative error $O(h^2)$. $\square$

\paragraph{Remark (wrong thermal energy).} Let $V$ replace $kT_t$. Since $n_fn'/n=s\,n_f'$, the continuum current is $\mu_0(Wn_f'-n_f\psi')$ with $W=sV$. For a slab $0<x<L$ the electron flux $\Gamma=-J/e$ is
\begin{equation}
\Gamma=-D_0\,\frac{W}{kT}\,
\frac{\left[n_fe^{-\psi/W}\right]_0^L}{\int_0^Le^{-\psi/W}dx}.
\label{flux}
\end{equation}
The correct $V=kT_t$ gives $W=kT$. The wrong $V=kT$ gives $W=kT^2/T_t$, so refining the mesh leads to a different physical model. This concerns a scheme written in the total density $n$. Written in $n_f$ with the constant $\mu_0$, the scheme needs $kT$, holds for any trap distribution, and is exact on edges of constant field.

\section{Worked example}

The round model parameters are $T=300$ K, $T_t=500$ K, $N_t=5\times10^{19}$ cm$^{-3}$, $m=0.3\,m_e$ and $D_0=0.25$ cm$^2$/s. Then $s=0.6$, $kT=25.85$ meV, $kT_t=43.09$ meV and $N_c=4.12\times10^{18}$ cm$^{-3}$. The limiting ratio is
\begin{equation}
\frac{kT_t}{e}=1.437\times10^{-4}\ \text{statV}=43.09\ \text{mV}.
\end{equation}

\paragraph{Approach to the limit.} The coefficients are $A=9.91\times10^{19}$ cm$^{-3}$ and $B=4.12\times10^{18}-1.5\times5\times10^{19}=-7.09\times10^{19}$ cm$^{-3}$. At $E_F-E_c=-400$ meV, $\eta=-15.47$ and
\begin{equation}
r=-0.715\,e^{-6.19}=-1.47\times10^{-3},\quad
\frac{eD}{\mu}\simeq43.09\left(1+\tfrac23\times1.47\times10^{-3}\right)=43.13\ \text{meV}.
\end{equation}
The Fermi integral with a numerical derivative also gives 43.13 meV. At $-200$ meV the ratio is 44.07 meV, 2.3\% above $kT_t$. It lies above because $B<0$. With $T_t=200$ K the ratio at $-400$ meV is 25.86 meV, close to $kT$. For $T_t$ near $T$ the limit is reached slowly: with $T_t=350$ K, where $kT_t=30.16$ meV, the ratio is 30.76 meV at $-400$ meV and 32.67 meV at $-200$ meV.

\paragraph{Transport coefficients.} At $-400$ meV, $n=9.20\times10^{15}$ and $n_f=7.86\times10^{11}$ cm$^{-3}$, so $n_f/n=8.55\times10^{-5}$. The mobility is $0.248$ cm$^2$/(statV\,s) $=8.27\times10^{-4}$ cm$^2$/(V\,s), and
\begin{align}
D&=8.27\times10^{-4}\times0.04313=3.57\times10^{-5}\ \text{cm}^2/\text{s},\\
D^*&=0.25\times8.55\times10^{-5}=2.14\times10^{-5}\ \text{cm}^2/\text{s}.
\end{align}
Their quotient is 1.67, as $T_t/T$ requires. For electrons tagged at random in equilibrium, the mean square displacement along one direction is $2D^*t$ at all times, because on average a fraction $n_f/n$ of them is free at every moment. Electrons that all start free spread faster at first and approach $D^*$ only gradually, because the tail contains traps with ever longer release times. The numerical test of Lemma 3 reads $D^*$ from the slowest decaying mode, which must be slow compared with every release rate. It therefore uses a tail cut at $10\,kT$, with $E_F$ at $-6\,kT$. The slow modes of the trapping equations give $eD^*/\mu=25.85$ meV and $eD/\mu=43.00$ meV, the latter equal to $n/(\partial n/\partial E_F)$ for the same levels.

\paragraph{Discretized current.} On an equilibrium edge with a 5 meV step, $kT$ leaves 0.400 of the drift current, as predicted by $1-0.6$. With $kT_t$ the remainder is $1.0\times10^{-3}$, since the true density at this level departs slightly from a pure exponential.

The slab has $L=10^{-4}$ cm, $e\phi=60y-15\sin\pi y$ meV with $y=x/L$, and end densities $1\times10^{17}$ and $3\times10^{17}$ cm$^{-3}$. It uses the law $n=Ae^{s\eta}$, and Poisson's equation is not solved. The slab tests the scheme and is not a device: for a dielectric constant of 10 this potential corresponds to a net charge below $10^{14}$ cm$^{-3}$, so a fixed background would have to cancel $n$ to about one part in a thousand. Equation (\ref{flux}) gives $\Gamma=7.32\times10^{16}$ cm$^{-2}$s$^{-1}$. The scheme with $kT_t$ misses this by $4.0\times10^{-3}$, $9.9\times10^{-4}$ and $2.5\times10^{-4}$ of its value for 10, 20 and 40 cells, a factor of 4 per halving of $h$. This holds for the pure exponential law. With the true density of the tail at the same end densities, a constant $kT_t$ leaves an error of 2.3\% in the flux that refinement does not remove. With $kT$ it gives $1.26\times10^{17}$ cm$^{-2}$s$^{-1}$, which is 1.72 times the correct flux.

For a right-hand density of $2\times10^{17}$ cm$^{-3}$, however, the wrong model gives 1.04 times the correct flux. Equation (\ref{flux}) shows why. The end term, in units of $n_f(0)$, is $1-2^{5/3}e^{-60/W}$ with $W$ in meV. It rises from 0.69 at $W=25.85$ to 0.93 at $W=15.51$, a factor of 1.36. The remaining factor $W/\int e^{-\psi/W}dx$ does not depend on the end densities and falls to 0.76 of its value. The product is close to one. A single terminal current can therefore hide the wrong thermal energy, whereas the equilibrium edge reveals it. Further digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
lattice temperature T = 300 K, tail temperature Tt = 500 K
T/Tt = 0.600, Tt/T = 1.6667
tail states Nt = 5.00e+19 cm^-3, band mass = 0.30 m_e
effective band density Nc = 4.1234e+18 cm^-3
free-electron D0 = 0.250 cm^2/s
kT = 25.852 meV, kTt = 43.087 meV
main limit kTt/e = 1.4372e-04 statV = 43.087 mV
prefactor A = 9.9098e+19 cm^-3, B = -7.0877e+19 cm^-3
EF-Ec = -500 meV: eD/mu = 43.0956 meV, two-term formula 43.0956 meV
EF-Ec = -400 meV: eD/mu = 43.1289 meV, two-term formula 43.1289 meV
EF-Ec = -300 meV: eD/mu = 43.2870 meV, two-term formula 43.2870 meV
EF-Ec = -200 meV: eD/mu = 44.0699 meV, two-term formula 44.0703 meV
Tt = 200 K, EF-Ec = -400 meV: eD/mu = 25.8606 meV
At EF-Ec = -400 meV, Tt = 500 K:
  total density n = 9.1961e+15 cm^-3
  free density nf = 7.8623e+11 cm^-3, nf/n = 8.5496e-05
  mu0 = 2.8991e+03 cm^2/(statV s)
  mu = 2.4786e-01 cm^2/(statV s) = 8.2678e-04 cm^2/(V s)
  collective D = 3.5658e-05 cm^2/s
  tracer D* = 2.1374e-05 cm^2/s
ripple decay, EF-Ec = -300 meV: eD/mu = 43.2855 meV
Tail cut at 10 kT, EF-Ec = -6 kT:
  tagged electrons eD*/mu = 25.8518 meV
  collective eD/mu = 42.9995 meV
  n/(dn/dEF) = 42.9995 meV
Equilibrium edge, potential energy step e*dphi = 5.0 meV:
  current/drift current with kTt = 1.018e-03
  current/drift current with kT = 0.4001
Slab: length 1.0e-04 cm, end densities 1.0e+17, 3.0e+17 cm^-3
  e*phi = 60 y + (-15) sin(pi y) meV, y = x/length
  integrated electron flux = 7.31854e+16 cm^-2 s^-1
  10 cells with kTt: 7.34765e+16 cm^-2 s^-1, rel. error 3.98e-03
  20 cells with kTt: 7.32580e+16 cm^-2 s^-1, rel. error 9.92e-04
  40 cells with kTt: 7.32035e+16 cm^-2 s^-1, rel. error 2.48e-04
  error ratios on halving: 4.009, 4.002
  40 cells with kT (wrong): 1.25629e+17 cm^-2 s^-1
  predicted wrong limit: 1.25588e+17 cm^-2 s^-1
  wrong/integrated flux = 1.7166
  same ratio (both integrated), right density 2.0e+17 cm^-3: 1.0368
\end{verbatim}
